# The first nucleation theorem without the capillarity approximation: test program

```python
"""First nucleation theorem: dW*/dmu = -(excess particle number), at fixed T and V.

W*  : grand potential with the critical nucleus minus that of the metastable phase
mu  : chemical potential; excess number : particles with nucleus minus without
Test 1: square-gradient van der Waals fluid, critical profiles solved numerically.
Test 2: exact enumeration of a small lattice gas, q = size of the largest cluster.
Reduced variables: x = b*density, r in units of ell, energies in units of kB*T.
"""
import numpy as np
from scipy.constants import k as kB
from scipy.integrate import solve_bvp, simpson, quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, fsolve, minimize

# ---------------------------------------------------------------- model fluid
T = 300.0            # temperature, K
T_crit = 400.0       # critical temperature, K
b = 5.0e-29          # excluded volume per particle, m^3
ell = 4.0e-10        # gradient length, m
a = 27 * b * kB * T_crit / 8      # attraction, J m^3
kappa = a * ell**2                # gradient coefficient, J m^5
kT = kB * T
alpha = a / (b * kT)
volume_scale = ell**3 / b


def free_energy(x):
    return x * np.log(x / (1 - x)) - x - alpha * x**2


def mu_local(x):
    return np.log(x / (1 - x)) + x / (1 - x) - 2 * alpha * x


def mu_slope(x):
    return 1 / (x * (1 - x)**2) - 2 * alpha


def pressure(x, strength=alpha):
    return x / (1 - x) - strength * x**2


# the chosen attraction really puts the critical point at T_crit
a_c, d = a / (b * kB * T_crit), 1e-3
p_minus, p_mid, p_plus = [pressure(1 / 3 + s * d, a_c) for s in (-1, 0, 1)]
assert abs(p_plus - p_minus) < 1e-7 and abs(p_plus + p_minus - 2 * p_mid) < 1e-7

# local chemical potential is the derivative of the free energy density
for x0 in (0.05, 0.3, 0.7):
    slope = (free_energy(x0 + 1e-5) - free_energy(x0 - 1e-5)) / 2e-5
    assert abs(slope - mu_local(x0)) < 1e-6

spin_v = brentq(mu_slope, 1e-4, 1 / 3)
spin_l = brentq(mu_slope, 1 / 3, 0.99)
xv_c, xl_c = fsolve(lambda z: [mu_local(z[0]) - mu_local(z[1]),
                               pressure(z[0]) - pressure(z[1])],
                    [0.06, 0.68], xtol=1e-13)
assert xv_c < spin_v and xl_c > spin_l
assert abs(pressure(xv_c) - pressure(xl_c)) < 1e-10
mu_c = mu_local(xv_c)


def bulk(mu):
    """Uniform vapour and liquid densities at the same chemical potential."""
    vap = brentq(lambda x: mu_local(x) - mu, 1e-6, spin_v, xtol=1e-15)
    liq = brentq(lambda x: mu_local(x) - mu, spin_l, 0.999, xtol=1e-15)
    return vap, liq


# ------------------------------------------------- planar tension, two routes
def omega_planar(x):
    return free_energy(x) - mu_c * x + pressure(xv_c)


gamma = quad(lambda x: np.sqrt(2 * alpha * max(omega_planar(x), 0.0)),
             xv_c, xl_c, epsabs=1e-10, limit=200)[0]
z = np.linspace(-10, 10, 401)
dz = z[1] - z[0]


def planar_energy(inner):
    x = np.concatenate(([xl_c], inner, [xv_c]))
    step = np.diff(x)
    energy = dz * np.sum(omega_planar(x)) + alpha / 2 * np.sum(step**2) / dz
    grad = dz * (mu_local(inner) - mu_c) - alpha * np.diff(step) / dz
    return energy, grad


start = (xl_c + xv_c) / 2 - (xl_c - xv_c) / 2 * np.tanh(z[1:-1] / 1.5)
planar = minimize(planar_energy, start, jac=True, method="L-BFGS-B",
                  bounds=[(1e-3, 0.95)] * len(start),
                  options=dict(maxiter=5000, maxfun=10000, ftol=1e-13, gtol=1e-8))
# tolerance covers the second-order error of the planar grid
assert abs(planar.fun / gamma - 1) < 2e-3


def capillarity(mu):
    """Barrier, excess number and radius with constant planar tension."""
    vap, liq = bulk(mu)
    dp = pressure(liq) - pressure(vap)
    radius = 2 * gamma / dp
    barrier = volume_scale * 16 * np.pi * gamma**3 / (3 * dp**2)
    number = volume_scale * (liq - vap) * 4 * np.pi * radius**3 / 3
    return barrier, number, radius


# ---------------------------------------------------- critical nucleus profile
R_max = 30.0
singular = np.array([[0.0, 0.0], [0.0, -2.0]])   # the term -2 x'/r


def solve_nucleus(mu, mesh, guess, tol):
    def rhs(r, y):
        x = np.clip(y[0], 1e-6, 0.98)            # guards trial steps only
        return np.vstack((y[1], (mu_local(x) - mu) / alpha))
    return solve_bvp(rhs, lambda ya, yb: np.array([ya[1], yb[1]]),
                     mesh, guess, S=singular, tol=tol, max_nodes=20000)


def is_nucleus(sol, mu):
    vap = bulk(mu)[0]
    return (sol.success and sol.y[0, 0] - vap > 0.1
            and abs(sol.y[0, -1] - vap) < 1e-5 and np.max(sol.y[1]) < 1e-4)


r_fine = np.linspace(0, R_max, 12001)


def measure(sol, mu):
    """Barrier (kB T) and excess number, both by quadrature over the profile."""
    vap = bulk(mu)[0]
    x, dx = sol.sol(r_fine)
    excess_omega = (free_energy(x) - mu * x) - (free_energy(vap) - mu * vap)
    shell = 4 * np.pi * r_fine**2 * volume_scale
    barrier = simpson(shell * (excess_omega + alpha / 2 * dx**2), x=r_fine)
    return barrier, simpson(shell * (x - vap), x=r_fine)


offsets = np.linspace(0.10, 0.25, 31)            # (mu - mu_coex)/kB T
mu0 = mu_c + offsets[0]
vap0, liq0 = bulk(mu0)
mesh0 = np.linspace(0, R_max, 301)
current = None
for factor in (1.0, 0.95, 1.05, 0.9, 1.1, 0.85, 1.15, 0.8, 1.2):
    R0 = factor * capillarity(mu0)[2]
    shape = np.tanh((mesh0 - R0) / 1.5)
    x_guess = (liq0 + vap0) / 2 - (liq0 - vap0) / 2 * shape
    dx_guess = -(liq0 - vap0) / 2 * (1 - shape**2) / 1.5
    trial = solve_nucleus(mu0, mesh0, np.vstack((x_guess, dx_guess)), 1e-6)
    if is_nucleus(trial, mu0):
        current = trial
        break
assert current is not None, "no starting nucleus found"

targets = {0: None, 10: None, 20: None, 30: None}
numbers, barriers = [], []
h = 1e-3
for i, off in enumerate(offsets):
    mu = mu_c + off
    current = solve_nucleus(mu, current.x, current.y, 1e-6)
    assert is_nucleus(current, mu), "continuation lost the nucleus"
    w, n = measure(current, mu)
    barriers.append(w)
    numbers.append(n)
    if i in targets:
        values = {}
        for s in (-2, -1, 0, 1, 2):
            m = mu + s * h
            sol = solve_nucleus(m, current.x, current.y, 1e-8)
            assert is_nucleus(sol, m)
            values[s] = measure(sol, m)
            if s == 0:
                centre = sol.y[0, 0]
                if i == 20:
                    main_solution = sol
        slope = (8 * (values[1][0] - values[-1][0])
                 - (values[2][0] - values[-2][0])) / (12 * h)
        w, n = values[0]
        # tolerance covers profile and differencing errors
        assert abs(slope / (-n) - 1) < 1e-4
        w_cap, n_cap, r_cap = capillarity(mu)
        e = 1e-4
        slope_cap = (capillarity(mu + e)[0] - capillarity(mu - e)[0]) / (2 * e)
        assert abs(slope_cap / (-n_cap) - 1) < 1e-4
        targets[i] = (off, w, n, slope, w_cap, n_cap, r_cap, centre, bulk(mu))

# capillarity is clearly wrong at the highest chemical potential
assert abs(targets[30][4] / targets[30][1] - 1) > 0.05

# integrated theorem between the second and third chemical potentials
area = simpson(np.array(numbers[10:21]), x=offsets[10:21])
drop = targets[10][1] - targets[20][1]
assert abs(area / drop - 1) < 1e-3

# second variation at the third chemical potential: u = r * (density change)
dr = 0.01
r_in = np.arange(1, int(round(R_max / dr))) * dr
curvature = mu_slope(main_solution.sol(r_in)[0])
off_diag = -alpha / dr**2 * np.ones(len(r_in) - 1)


def lowest_modes(l):
    diag = 2 * alpha / dr**2 + curvature + alpha * l * (l + 1) / r_in**2
    return eigh_tridiagonal(diag, off_diag, eigvals_only=True,
                            select="i", select_range=(0, 1))


radial, dipole = lowest_modes(0), lowest_modes(1)
assert radial[0] < -1e-2 and radial[1] > 1e-2
assert abs(dipole[0]) < 2e-3 and dipole[1] > 1e-2   # grid error of zero mode

# ------------------------------------------------- exact 4 x 4 lattice gas
L = 4
sites = np.arange(L * L)
row, col = sites // L, sites % L
right, left = row * L + (col + 1) % L, row * L + (col - 1) % L
down, up = ((row + 1) % L) * L + col, ((row - 1) % L) * L + col
occ = (np.arange(2**(L * L))[:, None] >> sites) & 1
N_part = occ.sum(axis=1)
bonds = (occ * occ[:, right] + occ * occ[:, down]).sum(axis=1)
label = occ * (sites + 1)
for _ in range(L * L):
    best = label
    for neighbour in (right, left, down, up):
        best = np.maximum(best, label[:, neighbour])
    label = occ * best
largest = np.max([(label == s + 1).sum(axis=1) for s in sites], axis=0)

bond_energy = 2.5                    # attraction per bond / kB T
lattice_offset = 0.2                 # (mu - mu_coex)/kB T, mu_coex = -2 bonds
basin_max = 2                        # metastable set: largest cluster <= 2


def lattice_state(offset):
    weight = np.exp(bond_energy * bonds + (offset - 2 * bond_energy) * N_part)
    sums = np.bincount(largest, weights=weight, minlength=L * L + 1)
    q_top = basin_max + 1 + int(np.argmin(sums[basin_max + 1:]))
    barrier = np.log(sums[:basin_max + 1].sum()) - np.log(sums[q_top])
    return barrier, q_top, weight


lat_w, q_top, weight = lattice_state(lattice_offset)
assert basin_max + 1 < q_top < L * L
step = 1e-4
w_hi, q_hi, _ = lattice_state(lattice_offset + step)
w_lo, q_lo, _ = lattice_state(lattice_offset - step)
assert q_hi == q_lo == q_top
lat_slope = (w_hi - w_lo) / (2 * step)
top, basin = largest == q_top, largest <= basin_max
N_top = np.average(N_part[top], weights=weight[top])
N_basin = np.average(N_part[basin], weights=weight[basin])
assert abs(lat_slope + (N_top - N_basin)) < 1e-6
assert abs((N_top - N_basin) - q_top) > 0.02

# ---------------------------------------------------------------- output
print(f"temperature T = {T:.0f} K, critical temperature = {T_crit:.0f} K")
print(f"excluded volume b = {b:.2e} m^3, gradient length = {ell:.2e} m")
print(f"attraction a = {a:.4e} J m^3, kappa = {kappa:.4e} J m^5")
print(f"kB T = {kT:.4e} J")
print(f"coexisting vapour density = {xv_c / b:.4e} m^-3")
print(f"coexisting liquid density = {xl_c / b:.4e} m^-3")
print(f"planar tension, quadrature = {gamma * kT * ell / b:.5e} J m^-2")
print(f"planar tension, minimized profile = {planar.fun * kT * ell / b:.5e} J m^-2")
print(f"vapour spinodal: (mu - mu_coex)/kB T = {mu_local(spin_v) - mu_c:.4f}")
for off, w, n, s, wc, nc, rc, centre, (vap, liq) in targets.values():
    print(f"--- (mu - mu_coex)/kB T = {off:.2f}")
    print(f"W* = {w:.4f} kB T = {w * kT:.4e} J")
    print(f"excess number = {n:.4f}; dW*/dmu = {s:.4f} (dimensionless)")
    print(f"capillarity: W* = {wc:.4f} kB T, excess = {nc:.4f}")
    print(f"capillarity radius = {rc * ell:.4e} m")
    print(f"density centre {centre / b:.4e}, liquid {liq / b:.4e} m^-3")
    print(f"vapour density = {vap / b:.4e} m^-3")
print("--- integrated theorem, offsets 0.15 to 0.20 kB T")
print(f"barrier drop = {drop:.4f} kB T, integral of excess = {area:.4f} kB T")
print("--- second variation at offset 0.20, eigenvalues in kB T b")
print(f"radial: {radial[0]:.4f}, {radial[1]:.4f}; translation: {dipole[0]:.1e}")
print(f"--- lattice gas, {len(occ)} states, bond = {bond_energy} kB T")
print(f"(mu - mu_coex)/kB T = {lattice_offset}; basin: largest <= {basin_max}")
print(f"cluster size at barrier top = {q_top}; W* = {lat_w:.5f} kB T")
print(f"mean N at top = {N_top:.5f}, in basin = {N_basin:.5f}")
print(f"excess = {N_top - N_basin:.5f}; dW*/dmu = {lat_slope:.5f}")
print("tests ok")
```

Printed output:

```
temperature T = 300 K, critical temperature = 400 K
excluded volume b = 5.00e-29 m^3, gradient length = 4.00e-10 m
attraction a = 9.3194e-49 J m^3, kappa = 1.4911e-67 J m^5
kB T = 4.1419e-21 J
coexisting vapour density = 1.1814e+27 m^-3
coexisting liquid density = 1.3616e+28 m^-3
planar tension, quadrature = 1.05776e-02 J m^-2
planar tension, minimized profile = 1.05774e-02 J m^-2
vapour spinodal: (mu - mu_coex)/kB T = 0.3295
--- (mu - mu_coex)/kB T = 0.10
W* = 173.0430 kB T = 7.1673e-19 J
excess number = 3684.4122; dW*/dmu = -3684.4118 (dimensionless)
capillarity: W* = 178.6877 kB T, excess = 3584.9469
capillarity radius = 4.0871e-09 m
density centre 1.3946e+28, liquid 1.3948e+28 m^-3
vapour density = 1.4119e+27 m^-3
--- (mu - mu_coex)/kB T = 0.15
W* = 70.1281 kB T = 2.9047e-19 J
excess number = 1108.5969; dW*/dmu = -1108.5969 (dimensionless)
capillarity: W* = 79.2474 kB T, excess = 1058.3726
capillarity radius = 2.7218e-09 m
density centre 1.4020e+28, liquid 1.4092e+28 m^-3
vapour density = 1.5608e+27 m^-3
--- (mu - mu_coex)/kB T = 0.20
W* = 33.3552 kB T = 1.3816e-19 J
excess number = 481.6656; dW*/dmu = -481.6656 (dimensionless)
capillarity: W* = 44.5791 kB T, excess = 444.6373
capillarity radius = 2.0414e-09 m
density centre 1.3690e+28, liquid 1.4224e+28 m^-3
vapour density = 1.7464e+27 m^-3
--- (mu - mu_coex)/kB T = 0.25
W* = 15.5781 kB T = 6.4524e-20 J
excess number = 263.1085; dW*/dmu = -263.1085 (dimensionless)
capillarity: W* = 28.6105 kB T, excess = 226.3104
capillarity radius = 1.6354e-09 m
density centre 1.2297e+28, liquid 1.4347e+28 m^-3
vapour density = 1.9947e+27 m^-3
--- integrated theorem, offsets 0.15 to 0.20 kB T
barrier drop = 36.7730 kB T, integral of excess = 36.7730 kB T
--- second variation at offset 0.20, eigenvalues in kB T b
radial: -0.3990, 2.9119; translation: -4.6e-06
--- lattice gas, 65536 states, bond = 2.5 kB T
(mu - mu_coex)/kB T = 0.2; basin: largest <= 2
cluster size at barrier top = 7; W* = 6.39327 kB T
mean N at top = 7.00909, in basin = 0.17370
excess = 6.83538; dW*/dmu = -6.83538
tests ok
```
